Heat current and temperature profile of an ordered harmonic chain

Q: You say that a chain of identical masses and springs, held hot at one end and cold at the other, need not have a temperature gradient along its length. Before I object, which chain is this, and what is a bath?

A: Take N ≥ 2 particles of mass m, with displacements x_i and velocities v_i. Springs of constant k join neighbours and tie the end particles to fixed walls, so x_0 = x_{N+1} = 0. Particles 1 and N also feel friction and classical white noise. With ω² = k/m,

dx_i/dt = v_i

dv_i/dt = −ω² Σ_j G_ij x_j − λ R_ii v_i + η_i

Here G has 2 on the diagonal and −1 beside it, and R = diag(1,0,…,0,1). The noise η_i acts on the ends alone, with

⟨η_1(t)η_1(t′)⟩ = (2λk_B T_L/m) δ(t−t′)

and the same with T_R for particle N. This strength makes a single bath bring the chain to its own temperature. I write T = (T_L+T_R)/2 and ΔT = T_L−T_R. The temperature of a particle means its kinetic temperature, k_B T_i = m⟨v_i²⟩.

Q: Only the ends are damped. Why should there be a single steady state?

A: Without noise the energy obeys dE/dt = −mλ(v_1²+v_N²), so no mode can grow. A mode that did not decay would oscillate at constant energy, which requires v_1 = 0 and hence x_1 = 0. (A static mode is excluded because the fixed walls make G invertible.) The equation of motion of particle 1 then gives x_2 = 0, that of particle 2 gives x_3 = 0, and so on. No such mode exists.

All free motion therefore dies out, the means vanish, and the second moments tend to one stationary set. If we find moments that satisfy the stationary equations, they are the answer, however we guessed them.

Q: Then write those equations.

A: Let X = ⟨xxᵀ⟩, Z = ⟨xvᵀ⟩ and V = ⟨vvᵀ⟩. Setting their time derivatives to zero gives

Z + Zᵀ = 0

V − ω²XG − λZR = 0

−ω²(GZ + ZᵀG) − λ(RV+VR) + 2λ(k_B/m)D = 0

where D = diag(T_L,0,…,0,T_R). The last term is the velocity variance fed in by the noise per unit time. Since Zᵀ = −Z, the first bracket is the commutator [G,Z] = GZ − ZG.

With S = diag(1,0,…,0,−1), D = TR + (ΔT/2)S. Split off the equilibrium state at T:

X = (k_B/k)(T G⁻¹ + ΔT X′)

V = (k_B/m)(T + ΔT V′)

Z = (k_BΔT/mλ) Z′

The terms in T cancel. Dividing the rest by k_BΔT/m in the second equation, and by λk_BΔT/m in the third, leaves

V′ = X′G + Z′R  (1)

ν[G,Z′] = S − RV′ − V′R,  ν = ω²/λ²  (2)

V′ and X′ are symmetric and Z′ is antisymmetric. The transpose of (1) is V′ = GX′ − RZ′, and subtracting the two forms gives

[G,X′] = Z′R + RZ′  (3)

Q: That is a large set of linear equations. What suggests a solution?

A: The energy current does. Particle i does work on particle i+1 at the mean rate

J = k⟨(x_i−x_{i+1})v_{i+1}⟩ = kZ_{i,i+1}

because Z_{i+1,i+1} = 0. In a steady state this is the same on every bond, so the first off-diagonal of Z′ is constant. Try the same property on every diagonal, and let X′ depend on i+j:

Z′_ij = φ_{j−i},  φ_{−n} = −φ_n,  X′_ij = h_{i+j}

Write G = 2 − A, where A has ones beside the diagonal. Then [G,Z′] = Z′A − AZ′. Away from the borders its entries are

φ_{j−i−1} + φ_{j−i+1} − φ_{j−i+1} − φ_{j−i−1} = 0

At a border one neighbour is missing. Removing the missing terms and using the oddness of φ gives

[G,Z′]_ij = δ_i1 φ_j + δ_j1 φ_i − δ_iN φ_{N+1−j} − δ_jN φ_{N+1−i}  (4)

The same count for X′ gives

[G,X′]_ij = δ_i1 h_j − δ_j1 h_i + δ_iN h_{j+N+1} − δ_jN h_{i+N+1}  (5)

The values φ_N, h_1 and h_{2N+1} cancel from the corners, so we may choose them freely. Z′_1N contains φ_{N−1}, not φ_N.

Q: And equation (3)?

A: Its right side is φ_{j−i}(δ_i1+δ_iN+δ_j1+δ_jN). In column 1, equation (5) gives −h_i = φ_{1−i} = −φ_{i−1}. In column N it gives −h_{i+N+1} = φ_{N−i}. We therefore take

h_s = φ_{s−1} for 2 ≤ s ≤ N+1,  h_{2N+2−s} = −h_s

with φ_N = h_{N+1} = 0. The corner (1,N) requires h_N − h_{N+2} = 2φ_{N−1}, which also holds. Equation (3) is now satisfied for any φ_1,…,φ_{N−1}.

Q: So nothing has fixed φ yet. Where do friction and spring strength enter?

A: Through (1) and (2). Multiplying X′ by G produces minus a second difference of h, plus a correction at the first and last columns for the missing neighbour. In column 1, that correction together with Z′R is h_i − φ_{i−1}, which vanishes for i ≥ 2. At i = 1 it is h_1, because Z′_11 = 0. Column N behaves in the same way with the opposite sign. Thus, with s = i+j,

V′_ij = −(h_{s+1} − 2h_s + h_{s−1}) + h_1 S_ij  (6)

Now read the first row of (2). For 1 < j < N, (4) gives νφ_j = −V′_1j. Since φ_j = h_{j+1}, this means

νh_s = h_{s+1} − 2h_s + h_{s−1}  (7)

for s = 3,…,N. The corner (1,1) gives 2νφ_1 = 1 − 2V′_11, or

νh_2 = 1/2 + (h_3 − 2h_2 + h_1) − h_1

Choosing the free value h_1 = 1/2 turns this into (7) at s = 2. So one recursion, h_{s+1} + h_{s−1} = (2+ν)h_s, runs from h_1 = 1/2 to h_{N+1} = 0. Define α > 0 by

2cosh α = 2 + ν

The identity sinh((p+1)α) + sinh((p−1)α) = 2cosh α sinh(pα) then gives

h_s = sinh((N+1−s)α) / (2 sinh Nα)  (8)

This is odd about s = N+1, as required, and (7) therefore holds in the other half too.

Q: You used one row of (2). What about the other entries?

A: Putting (7) into (6) gives a compact relation between whole matrices:

V′ = S/2 − νX′  (9)

Since RS = SR = S, the right side of (2) becomes

S − S + ν(RX′+X′R) = ν(RX′+X′R)

The entries of RX′+X′R are h_{i+j}(δ_i1+δ_iN+δ_j1+δ_jN). In row 1, h_{1+j} = φ_j; in row N, h_{N+j} = −φ_{N+1−j}. The columns follow by symmetry. These are the entries in (4), so every entry of (2) holds. By uniqueness, this is the steady state.

Q: Then tell me the temperatures.

A: They are on the diagonal of (9), where X′_ii = h_{2i}:

T_i = T + ΔT[(δ_i1 − δ_iN)/2 − ν sinh((N+1−2i)α)/(2 sinh Nα)]  (10)

For a long chain and a fixed site i ≥ 2 near the hot end, the ratio of hyperbolic sines tends to e^{−(2i−1)α}, so

T_i − T ≈ −(νΔT/2) e^{−(2i−1)α}

Each step inward reduces the deviation by the factor e^{−2α}. When Nα ≫ 1, the bulk is flat up to exponentially small terms. At finite N it is not strictly flat: in this formula only the middle particle of an odd chain sits at T.

Q: There is a minus sign. You are telling me that the second particle from the hot bath is colder than the average of the baths.

A: Yes. Let me put in round parameters: m = 5×10⁻²⁶ kg, k = 5 N/m, λ = ω, T_L = 310 K and T_R = 290 K. Then

ω = √(5/(5×10⁻²⁶)) s⁻¹ = 10¹³ s⁻¹

ν = 1,  cosh α = 3/2,  e^{−α} = 3/2 − √(5/4) = 0.382

For N = 12, equation (10) gives these temperatures in the hot half:

T_1 = 306.18 K
T_2 = 299.44 K
T_3 = 299.92 K
T_4 = 299.99 K

The cold half is the mirror image about 300 K: T_11 = 300.56 K and T_12 = 293.82 K. The drops at the two baths and on the two end bonds add up to 21.1 K. This is more than the full 20 K, because the temperature rises again by 1.1 K between particles 2 and 11.

Q: Between particles 2 and 3, heat then flows from the colder to the warmer. Does that not break the second law?

A: No. The baths exchange heat in the proper direction, and their entropy grows at the rate J(1/T_R − 1/T_L), which is positive for J > 0. The numbers T_i measure kinetic energy. They would have to be local thermodynamic temperatures for your objection to apply, and the chain is not in local equilibrium there.

To see this, compare the motion of particle 2 with the stretch of the spring between particles 2 and 3. Relative to equilibrium at T, equation (9) changes m⟨v_2²⟩ by −νh_4 k_BΔT. The change in k⟨(x_2−x_3)²⟩ is k_BΔT(h_4 − 2h_5 + h_6), which by (7) equals +νh_5 k_BΔT. In the example the particle therefore moves more slowly than at T, while the spring beside it fluctuates more than at T. One local temperature cannot describe both.

Q: With no gradient in the middle, I would expect no current there.

A: That expectation uses Fourier's law, which is not an assumption of the model. The current is contained in the correlation between position and velocity:

J = kZ_12 = k_BΔT(ω²/λ)φ_1

With φ_1 = h_2 this is

J = k_BΔT (ω²/2λ) sinh((N−1)α)/sinh(Nα)  (11)

The hot bath must supply the same power. Its friction removes mλ⟨v_1²⟩ = λk_B T_1 and its noise supplies λk_B T_L, so

J = λk_B(T_L − T_1)

From (10), T_L − T_1 = νφ_1ΔT, and λν = ω²/λ recovers (11).

Q: But N still appears in your current.

A: It does, and its effect disappears quickly when Nα is large. Take out the growing exponentials:

sinh((N−1)α)/sinh(Nα) = e^{−α}(1−e^{−2(N−1)α})/(1−e^{−2Nα})

Hence, at fixed α > 0,

J → J∞ = k_BΔT (ω²/2λ) e^{−α}  (12)

and the shortfall relative to J∞ is

1 − J/J∞ = (e^{2α} − 1)/(e^{2Nα} − 1)  (13)

For the example,

J∞ = k_B × 20 K × (10¹³ s⁻¹/2) × 0.382 = 5.27×10⁻¹⁰ W = 0.527 nW

Equation (11) gives, at increasing length,

N = 2: J = 0.460 nW
N = 4: J = 0.526 nW
N = 8: J = 0.527 nW
N = 32: J = 0.527 nW

The shortfall is 13 % of J∞ at N = 2, 0.27 % at N = 4, and about one part in a million at N = 8. The current approaches its limit from below: a longer chain carries more heat than a shorter one.

Q: What would I report as its conductivity?

A: The useful quantity is the conductance, J∞/ΔT = 26.4 pW/K. A conductivity is conductance times length divided by cross-section, so here it is proportional to NJ/ΔT. That product is 0.422 nW/K at N = 16 and 0.844 nW/K at N = 32. It doubles with the length and has no finite limit. Fourier's law with a fixed conductivity would instead require J to fall as 1/N at fixed ΔT.

Q: Perhaps you chose a convenient friction. What if the baths are attached very weakly or very strongly?

A: Since ν = 2cosh α − 2 = 4sinh²(α/2), we have ω/λ = 2sinh(α/2), and (12) becomes

J∞ = k_BΔT ω sinh(α/2) e^{−α}

Put y = e^{−α/2}. Then

J∞/(k_BΔTω) = (y − y³)/2,  ω/λ = 1/y − y

For weak damping y is small, ω/λ ≈ 1/y, and J∞ ≈ λk_BΔT/2. The end particles are then close to T, and the rate of exchange with the baths limits the current. At λ = 0.01ω and N = 20, the full formula gives 0.9998 of this weak-damping value.

For strong damping y tends to 1 and J∞ ≈ ω²k_BΔT/(2λ). The end particles then take nearly the bath temperatures. Since φ_1 = e^{−α}/2 in the long chain, which tends to 1/2, the gap T_L − T_1 = νφ_1ΔT shrinks as 1/λ², so the current J = λk_B(T_L − T_1) falls as 1/λ.

Between these limits there is a maximum where 1 − 3y² = 0, so y = 1/√3. There,

J∞ = k_BΔTω/(3√3) = 0.192 k_BΔTω,  λ = (√3/2)ω = 0.866ω

In the example this best current is 0.531 nW, less than one per cent above the value at λ = ω.

Q: Does strong damping leave the length independence intact?

A: It does, but the exponential approach to the limit needs a longer chain. For λ ≫ ω, α ≈ ω/λ, so the condition Nα ≫ 1 means N ≫ λ/ω. At λ = 20ω, α = 0.050, and (11) gives

N = 2: J/J∞ = 0.525
N = 10: J/J∞ = 0.939
N = 100: J/J∞ = 0.999995

If N is held fixed while λ grows, α tends to zero and the ratio of hyperbolic sines tends to (N−1)/N. The shortfall is then 1/N. It is never larger, because e^{2Nα} − 1 ≥ N(e^{2α} − 1) in (13). With strong damping the approach is therefore slow, as 1/N, while N is well below λ/ω, and becomes exponential when N is well above it. In both regimes the current rises with N towards a finite limit.

Q: Which of your assumptions would you expect to matter in a real wire?

A: First, the motion is classical. The eigenvalues of G lie below 4, so the frequencies of the undamped chain lie below 2ω. In the example ħ(2ω)/(k_B T) = 0.51. The heat capacity of a quantum oscillator with x = ħΩ/(k_B T) is k_B(x/2)²/sinh²(x/2) ≈ k_B(1 − x²/12), so even at the top of the band it is only about 2 % below the classical value. What counts is x, not the temperature alone, and this example is a soft chain. At much lower temperature, or for stiffer bonds, the classical current could not be trusted: the highest phonons of silicon, near 64 meV, have x ≈ 2.5 at 300 K, where the same formula gives a heat capacity about 40 % below the classical value. Zero-point motion also raises m⟨v_i²⟩ by the factor 1 + x²/12 per mode. For an interior particle the mean of Ω² is 2ω², so even in the example this adds about 3 K to the kinetic temperature, more than the 0.56 K dip at particle 2. In a quantum chain that dip has to be measured from the quantum equilibrium value, not from T.

Second, the springs are harmonic. With anharmonic forces, the equations for second moments contain higher moments and no longer close. Third, all masses and springs are equal. The interior cancellation before equation (4) used that equality, so disorder removes the proof. This calculation does not say how the current depends on length in either case. It also takes fixed walls and equal friction at both ends; other end conditions need their own boundary equations. Finally, the model leaves out motion across the chain and the electrons, which also carry heat in a metal wire.

Q: So the flat profile does not mean that the chain lacks thermal resistance?

A: Correct. The resistance ΔT/J is finite, and in this model it does not grow with length. By (13) it falls towards ΔT/J∞ and is practically constant once Nα ≫ 1. Its limiting value, 2λe^{α}/(k_Bω²), is set by the friction at the ends and by the frequency ω of the chain. From then on, adding more identical particles to the middle changes the current and the temperatures near the ends only by exponentially small terms, as (10) and (13) show.
